\section*{Charge-Transfer Excitations at Long Range and Their Collapse in Semilocal TDDFT}

\section{An electron moved between distant fragments}

Light can move an electron from a donor D to an acceptor A several molecular diameters away. Afterwards D carries the charge $+e$ and A the charge $-e$. Pulling the two ions further apart costs energy, so the excitation energy must rise with distance even when the orbitals of the fragments no longer overlap. Time-dependent density functional theory (TDDFT) with a semilocal functional does not reproduce this rise. The reason lies in which orbital products enter its response equation.

We use Gaussian units, with electron charge $-e$, and hold the nuclei fixed. The centres of D and A are separated by $\mathbf R=R\hat{\mathbf R}$, pointing from D to A. Both fragments are neutral in the ground state, and the fragment states used below are nondegenerate apart from spin. With $E(X)$ the ground-state energy of the isolated species $X$, the vertical ionization energy and electron affinity are
\begin{equation}
I_D=E(D^+)-E(D),\qquad A_A=E(A)-E(A^-).
\label{eq:IA}
\end{equation}
We assume $A_A>0$, so that $A^-$ is bound.

\section{The long-range energy}

Assign the electrons to the fragments and write
\begin{equation}
H=H_D+H_A+V,\qquad
V=\iint\frac{\hat\rho_D(\mathbf r)\,\hat\rho_A(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\label{eq:H}
\end{equation}
where $\hat\rho_D$ and $\hat\rho_A$ are the charge densities of the fragments, nuclei included. Antisymmetrizing the product of fragment states adds terms in which electrons are interchanged. Each such term contains a product of a bound function on D and one on A at the same point, and so decays exponentially with $R$. The same holds for matrix elements that transfer an electron. Powers of $1/R$ therefore come from $V$ between states of fixed fragment charge.

Without $V$, the neutral and ionic states differ by
\begin{equation}
[E(D^+)+E(A^-)]-[E(D)+E(A)]=I_D-A_A .
\label{eq:zeroth}
\end{equation}
For the first-order energy, measure $\mathbf x$ from the centre of D and $\mathbf y$ from that of A. Then
\begin{equation}
\frac1{|\mathbf R+\mathbf y-\mathbf x|}
=\frac1R-\frac{(\mathbf y-\mathbf x)\cdot\hat{\mathbf R}}{R^2}+O(R^{-3}).
\label{eq:expand}
\end{equation}
Let $Q$ and $\mathbf p$ be the charge and dipole moment of a fragment. Inserting \eqref{eq:expand} into \eqref{eq:H} gives
\begin{equation}
\langle V\rangle=\frac{Q_DQ_A}{R}
+\frac{(Q_A\mathbf p_D-Q_D\mathbf p_A)\cdot\hat{\mathbf R}}{R^2}+O(R^{-3}).
\label{eq:V}
\end{equation}
Both written terms vanish for neutral fragments. For the ions, $Q_D=e$ and $Q_A=-e$, so the first is $-e^2/R$. In second order the field of one ion, of size $e/R^2$, polarizes the other and contributes at order $R^{-4}$. Hence
\begin{equation}
W_{CT}=I_D-A_A-\frac{e^2}{R}+O(R^{-2}).
\label{eq:exact}
\end{equation}
The constant and the $1/R$ term are exact; the formula is not the whole energy at finite $R$. If neither ion has a dipole moment about its chosen centre, the $R^{-2}$ term of \eqref{eq:V} vanishes and the remainder is of order $R^{-3}$ or smaller; for spherical fragments it starts with the polarization term at $R^{-4}$.

The example below has a centrosymmetric donor lying along $\hat{\mathbf R}$ and an acceptor with a spherical ion and no electrons in the ground state. The potential of $D^+$ on its axis is then $e/R+\Theta/R^3+O(R^{-5})$, where $\Theta$ is the expectation value of $\sum_k q_k(3z_k^2-r_k^2)/2$ over its electrons and nuclei. The charge $-e$ of $A^-$ has the energy $-e\Theta/R^3$ in the second term. A polarizability $\alpha$ in a field $F=e/R^2$ lowers the energy by $\alpha F^2/2$. Thus
\begin{equation}
W_{CT}-\Bigl(I_D-A_A-\frac{e^2}{R}\Bigr)
\simeq-\frac{e\Theta}{R^3}-\frac{e^2(\alpha_{D^+}+\alpha_{A^-})}{2R^4}.
\label{eq:remainder}
\end{equation}

\section{The response equation}

Consider a closed-shell Kohn--Sham ground state with real orbitals. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones; $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. After a weak disturbance,
\begin{equation}
\psi_i(t)=e^{-i\varepsilon_it/\hbar}\Bigl[\phi_i+\sum_a c_{ia}(t)\phi_a\Bigr].
\label{eq:psi}
\end{equation}
Mixing among occupied orbitals is omitted because orthonormality makes its contributions to the density cancel in pairs. If $\delta v$ is the induced change of potential, the part of the time-dependent Kohn--Sham equation linear in small quantities, projected on $\phi_a$, is
\begin{equation}
i\hbar\dot c_{ia}=\Delta_{ia}c_{ia}+v_{ia},\qquad
v_{ia}=\int\phi_i\phi_a\,\delta v\,d^3r .
\label{eq:c}
\end{equation}
Each orbital holds two electrons. With $c_{ia}=x_{ia}+iy_{ia}$, the density change is
\begin{equation}
\delta n=2\sum_{ia}\phi_i\phi_a(c_{ia}+c_{ia}^*)=4\sum_{ia}\phi_i\phi_a\,x_{ia}.
\label{eq:dn}
\end{equation}
In the adiabatic approximation the exchange-correlation (xc) potential at time $t$ is the ground-state functional of the density at $t$. Its linear change involves $f_{xc}(\mathbf r,\mathbf r')=\delta^2E_{xc}/\delta n(\mathbf r)\delta n(\mathbf r')$. With no external field left,
\begin{equation}
\delta v(\mathbf r)=\int\Bigl[\frac{e^2}{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r')\Bigr]\delta n(\mathbf r')\,d^3r',
\label{eq:dv}
\end{equation}
so that $v_{ia}=4\sum_{jb}K_{ia,jb}x_{jb}$, with
\begin{equation}
K_{ia,jb}=\iint\phi_i\phi_a(\mathbf r)
\Bigl[\frac{e^2}{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r')\Bigr]
\phi_j\phi_b(\mathbf r')\,d^3r\,d^3r'.
\label{eq:K}
\end{equation}
Since $v_{ia}$ is real, the imaginary and real parts of \eqref{eq:c} are
\begin{equation}
\hbar\dot x_{ia}=\Delta_{ia}y_{ia},\qquad
-\hbar\dot y_{ia}=\Delta_{ia}x_{ia}+v_{ia}.
\label{eq:xy}
\end{equation}
Differentiating the first and inserting the second gives
\begin{equation}
-\hbar^2\ddot x_{ia}=\Delta_{ia}^2x_{ia}+4\Delta_{ia}\sum_{jb}K_{ia,jb}x_{jb}.
\label{eq:xx}
\end{equation}
A free oscillation at excitation energy $W$ has $x_{ia}=\sqrt{\Delta_{ia}}\,F_{ia}\cos(Wt/\hbar)$. Dividing by $\sqrt{\Delta_{ia}}$ yields Casida's equation for singlet excitations,
\begin{equation}
\Omega F=W^2F,\qquad
\Omega_{ia,jb}=\Delta_{ia}^2\delta_{ij}\delta_{ab}
+4\sqrt{\Delta_{ia}\Delta_{jb}}\,K_{ia,jb}.
\label{eq:casida}
\end{equation}
If one pair $q=(i,a)$ dominates and $K_{qq}$ is small, $W^2\simeq\Delta_q^2+4\Delta_qK_{qq}$ and therefore $W\simeq\Delta_q+2K_{qq}$.

\section{Why the semilocal kernel vanishes}

Now let $\phi_i$ be localized on D and $\phi_a$ on A. Their signed overlap integral is zero at every distance by orthogonality. The relevant measure is
\begin{equation}
S=\int|\phi_i\phi_a|\,d^3r,
\label{eq:S}
\end{equation}
which vanishes as the orbitals separate. We show that every element of row $q$ of $K$ vanishes with it.

\subsection{The Hartree part}

Put $t_q=\phi_i\phi_a$ and let $(f,g)$ denote $\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$, integrated over both positions. This inner product is positive definite, so Cauchy--Schwarz gives
\begin{equation}
|K^H_{q,jb}|=e^2|(t_q,t_{jb})|\le e^2\sqrt{(t_q,t_q)(t_{jb},t_{jb})}.
\label{eq:CS}
\end{equation}
To bound $(t_q,t_q)$, let $M$ be the maximum of $|t_q|$ and split the inner integral at a fixed distance $b$. The near part is at most $M\int_0^b4\pi s\,ds=2\pi b^2M$, and the far part at most $S/b$. Hence
\begin{equation}
(t_q,t_q)\le S\,(2\pi b^2M+S/b)\to0 .
\label{eq:hartreebound}
\end{equation}

\subsection{The exchange-correlation part}

In the local density approximation (LDA), $f_{xc}$ contains a delta function, so the xc part of $K_{qq}$ is $\int f_{xc}\phi_i^2\phi_a^2\,d^3r$, with $f_{xc}$ now a function of the local density. Locality alone does not settle the matter, because this function diverges in empty space. From the exchange energy density $-\frac34(3/\pi)^{1/3}e^2n^{4/3}$, two derivatives give
\begin{equation}
f_x=-\frac13\Bigl(\frac3\pi\Bigr)^{1/3}e^2n^{-2/3}.
\label{eq:fx}
\end{equation}
We assume that correlation keeps $|f_{xc}|\le Ce^2n^{-2/3}$ for some constant $C$. The density contains the two electrons in $\phi_i$, so $n\ge2\phi_i^2$, and
\begin{equation}
|K^{xc}_{qq}|\le\int|f_{xc}|\phi_i^2\phi_a^2\,d^3r
\le2^{-2/3}Ce^2J,\qquad
J=\int|\phi_i|^{2/3}\phi_a^2\,d^3r .
\label{eq:J}
\end{equation}
Near A the factor $|\phi_i|^{2/3}$ tends to zero; elsewhere $\phi_a^2$ has vanishing weight while $\phi_i$ stays bounded. Hence $J\to0$. For the off-diagonal elements, Cauchy--Schwarz with weight $|f_{xc}|$ gives
\begin{equation}
|K^{xc}_{q,jb}|^2\le
\int|f_{xc}|\phi_i^2\phi_a^2\,d^3r\int|f_{xc}|\phi_j^2\phi_b^2\,d^3r .
\label{eq:offdiag}
\end{equation}
The second integral is finite by the same argument, now with $n\ge2\phi_j^2$, so these elements vanish too.

A generalized gradient functional adds derivatives of $\phi_i\phi_a$ to the integrand. The collapse then requires that its kernel not diverge fast enough to compensate for them. We take this as a condition, and check it below for PBE at one distance.

\subsection{From a vanishing row to the excitation energy}

Let $e_q$ be the unit vector for the pair $q$, and let $\Omega$ have orthonormal eigenvectors $u_k$ with eigenvalues $W_k^2$. Then
\begin{equation}
\|(\Omega-\Delta_q^2)e_q\|^2=\sum_k(W_k^2-\Delta_q^2)^2(u_k\cdot e_q)^2
\ge\min_k(W_k^2-\Delta_q^2)^2,
\label{eq:residual}
\end{equation}
because the weights $(u_k\cdot e_q)^2$ sum to one. For a fixed finite set of orbitals, the left side consists of the vanishing elements of row $q$. Some excitation energy therefore satisfies
\begin{equation}
W_{sl}\to\varepsilon_a-\varepsilon_i .
\label{eq:collapse}
\end{equation}
Other excitations close to $\Delta_q$ may mix with this one, but they do not spoil the limit.

The result presupposes localized orbitals and a neutral ground state. In a symmetric pair the orbitals spread over both fragments, and $S$ does not vanish. If the functional places $\varepsilon_a$ below $\varepsilon_i$, charge flows already in the ground state.

\section{What is missing}

Subtracting \eqref{eq:exact} from \eqref{eq:collapse} gives the error
\begin{equation}
W_{sl}-W_{CT}\simeq(-\varepsilon_i-I_D)+(\varepsilon_a+A_A)+\frac{e^2}{R}.
\label{eq:error}
\end{equation}
The first two terms measure how far the orbital levels lie from $-I_D$ and $-A_A$. The third is the missing attraction between the electron and the hole it leaves behind. Levels shifted to $-I_D$ and $-A_A$ would correct the limit $R\to\infty$, but a constant shift cannot supply the $R$ dependence.

Nonlocal exchange does supply it. Suppose a fraction $c_x$ of Hartree--Fock exchange is used, with the levels taken from the same calculation. Its operator acts on a function $g$ as
\begin{equation}
(\hat v_xg)(\mathbf r)=-c_xe^2\sum_j\psi_j(\mathbf r)\int\frac{\psi_j^*(\mathbf r')g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
\label{eq:vx}
\end{equation}
Vary the orbital $\psi_i$ by $c_{ia}\phi_a$ and take the matrix element between $\phi_a$ and $\phi_i$. With $(pq|rs)=(\phi_p\phi_q,\phi_r\phi_s)$, the change is
\begin{equation}
-c_xe^2\bigl[c_{ia}(aa|ii)+c_{ia}^*(ia|ia)\bigr].
\label{eq:xresponse}
\end{equation}
The second term vanishes with $S$. The first contains $\phi_a^2$ and $\phi_i^2$ separately: it is the Coulomb energy of two unit distributions at distance $R$, so $(aa|ii)\to1/R$. It adds to $\Delta_{ia}c_{ia}$ in \eqref{eq:c}. Coupling to another empty orbital $b$ on A involves $(ii|ab)$, whose $1/R$ part vanishes by orthogonality; the same holds for $(ij|aa)$ with another donor orbital $j$. To leading order,
\begin{equation}
W\to\varepsilon_a-\varepsilon_i-c_x\frac{e^2}{R}.
\label{eq:hybrid}
\end{equation}

\section{Two electrons: H$_2$ and an empty well}

Take H$_2$ with bond length 1.40~bohr as the donor. The acceptor is a model well $-V_0e^{-\gamma r^2}$ on the molecular axis, with $V_0=1$~hartree and $\gamma=0.25$~bohr$^{-2}$. It is neutral and empty in the ground state. The system has two electrons, so full configuration interaction (CI) solves it within the chosen basis of 36 functions. The error of that finite basis remains. Replacing the aug-cc-pVDZ functions on H$_2$ by aug-cc-pVTZ raises $I_D$, and with it the charge-transfer energy, by 0.004~hartree (0.11~eV), lowers the LDA donor level by 0.003~hartree, and changes $\Theta$ and $\alpha_{D^+}$ by less than 1\%; $\alpha_{A^-}$ lies about 0.4\% below its basis-free value. The digits given below serve comparisons within one basis. In hartree and bohr, $e^2/R$ is numerically $1/R$.

The isolated fragments have $I_D=0.59914$ and $A_A=0.19598$~hartree, hence $I_D-A_A=0.40317$~hartree from the unrounded values. At $R=20$~bohr, \eqref{eq:exact} gives
\begin{equation}
0.40317-0.05000=0.35317\ \text{hartree}.
\label{eq:numeric}
\end{equation}
Full CI for the complete system gives 0.35303~hartree, or 9.606~eV. The remainder is $-1.371\times10^{-4}$~hartree. For comparison, $\Theta=0.7695\,e\,$bohr$^2$, $\alpha_{D^+}=2.107$ and $\alpha_{A^-}=10.746$~bohr$^3$ in \eqref{eq:remainder} give
\begin{equation}
-\frac{0.7695}{8000}-\frac{12.853}{320000}=-1.364\times10^{-4}\ \text{hartree}.
\label{eq:remnum}
\end{equation}
At 7~bohr the prediction is about 14\% larger in magnitude than the actual remainder, so the expansion is less accurate there.

The LDA results, in hartree, are:
\begin{center}
\begin{tabular}{rcccc}
$R$/bohr & full CI & $W_{LDA}$ & $\varepsilon_a-\varepsilon_i$ & $W_{LDA}-(\varepsilon_a-\varepsilon_i)$\\
7 & 0.2560 & 0.1344 & 0.1437 & $-9.3\times10^{-3}$\\
10 & 0.3017 & 0.1713 & 0.1729 & $-1.7\times10^{-3}$\\
14 & 0.3313 & 0.1774 & 0.1777 & $-2.6\times10^{-4}$\\
20 & 0.3530 & 0.1784 & 0.1784 & $-4.1\times10^{-5}$
\end{tabular}
\end{center}
The excitation energy approaches the orbital gap. At 20~bohr it is 4.854~eV, about half the full CI value. The terms of \eqref{eq:error} are
\begin{equation}
-0.22457-0.00017+0.05000=-0.17474\ \text{hartree},
\label{eq:balance}
\end{equation}
against a computed error of $-0.17464$~hartree relative to full CI. The donor level dominates, and the missing attraction partly cancels its error. The total error is therefore smaller at short distance, although the distance dependence is wrong. The acceptor level is accurate here because the well is empty and $\varepsilon_a$ is nearly its one-electron energy. An acceptor that already holds electrons would add an error of its own, which this example cannot show.

The kernel does not vanish as fast as the Hartree integral suggests. At 10~bohr the Hartree part of $2K_{qq}$ is $3.1\times10^{-5}$~hartree, while the xc part is $-1.71\times10^{-3}$~hartree. This is the effect of the low-density divergence in \eqref{eq:fx}. Since $n=2\phi_i^2$ holds everywhere in this system, the exchange part is proportional to $J$. By \eqref{eq:fx}, the exchange part of $2K_{qq}$ is $-\frac23(3/\pi)^{1/3}2^{-2/3}e^2J$. Separate quadrature of this expression agrees with the exchange part of $2K_{qq}$ taken from the response matrix, $-1.046\times10^{-3}$~hartree; correlation supplies the rest of the xc part.

From 10 to 20~bohr the LDA excitation energy still rises by 0.0071~hartree, against 0.0513~hartree in full CI. This residual rise is not an electron--hole attraction. Of it, 0.0016~hartree is the decay of the kernel shift $W_{LDA}-(\varepsilon_a-\varepsilon_i)$, and 0.0055~hartree is a rise of the orbital gap, which we now estimate. The donor's density tail produces an xc potential in the well, which lowers $\varepsilon_a$. To estimate it, let the xc energy density be $-\lambda e^2n^{4/3}$. With $n=2\phi_i^2$,
\begin{align}
\delta\varepsilon_a&\simeq\int v_{xc}\phi_a^2\,d^3r=-\tfrac43\lambda e^2\,2^{1/3}J,\label{eq:shift}\\
2K^{xc}_{qq}&=-2\cdot\tfrac49\lambda e^2\,2^{-2/3}J=-\tfrac49\lambda e^2\,2^{1/3}J.\label{eq:kj}
\end{align}
The level shift is three times $2K^{xc}_{qq}$, or about $-5.1\times10^{-3}$~hartree at 10~bohr. The orbital gap there is $5.5\times10^{-3}$~hartree below its value at 20~bohr, so the estimate accounts for most of the change in the gap. The LDA is not a pure power of the density, and at these densities the ratio is closer to 3.2. A smaller part is electrostatic: the quadrupole moment of neutral H$_2$, about $0.4\,e\,$bohr$^2$, lowers $\varepsilon_a$ by about $0.4\times10^{-3}$~hartree at 10~bohr. This term falls as $R^{-3}$, not as $1/R$.

An exponential tail $\phi_i\sim e^{-\kappa r}$ with $\kappa=\sqrt{2m|\varepsilon_i|}/\hbar\simeq0.87$~bohr$^{-1}$ would make $J$ fall roughly as $e^{-2\kappa R/3}$. The computed xc element falls more slowly, by a factor of 6.5 from 14 to 20~bohr instead of about 32. The very small orbital tail is not converged in this Gaussian basis: with a converged tail $J$ is about ten times smaller at 20~bohr, and the xc element falls by a factor near 40 from 14 to 20~bohr, the exponential estimate times the $(20/14)^{2/3}$ from the $1/r$ prefactor of the tail. At 10~bohr the xc element is uncertain by up to about 10\%. Through \eqref{eq:shift}, about $-0.00012$~hartree of the small acceptor term in \eqref{eq:balance} shares this uncertainty; the remaining $-0.00005$~hartree comes from the quadrupole of H$_2$. The semilocal kernel shifts at 14 and 20~bohr therefore show only that the shift is small; their size and rate of decay depend on the basis.

Finally, the shifts $W-(\varepsilon_a-\varepsilon_i)$ at 20~bohr compare three functionals. PBE gives $-0.00004$~hartree, and so collapses like LDA. PBE0, with $c_x=1/4$, gives $-0.01254$~hartree, against $-c_x/R=-0.01250$. Hartree--Fock, with $c_x=1$, gives $-0.05007$~hartree, against $-0.05000$. The attraction appears in proportion to the nonlocal exchange, as \eqref{eq:hybrid} requires. The numerical check following this section contains the values obtained in the basis of 36 functions.

\section*{Computed values}
\begin{verbatim}
H2 bond length 1.40 bohr; well V0 1.00 hartree, gamma 0.25 bohr^-2
Basis functions in all: 36
I_D (full CI) = 0.59914 hartree = 16.304 eV
A_A (basis) = 0.19598 hartree = 5.333 eV
A_A (radial solution) = 0.19598 hartree
I_D - A_A = 0.40317 hartree
Quadrupole of H2+ = 0.7695 e bohr^2
Polarizability of H2+ along axis = 2.107 bohr^3
Polarizability of occupied well = 10.746 bohr^3
Full CI, hartree: R/bohr, omega, I-A-1/R, remainder, predicted remainder
  7.0 0.256004 0.260308 -4.304e-03 -4.920e-03
 10.0 0.301696 0.303165 -1.469e-03 -1.412e-03
 14.0 0.331282 0.331737 -4.548e-04 -4.477e-04
 20.0 0.353028 0.353165 -1.371e-04 -1.364e-04
Well occupation at 20 bohr: ground 1.2e-12, CT 0.9999
 30.0 0.369795 0.369832 -3.650e-05 -3.643e-05
LDA, hartree: R/bohr, omega, eps_a-eps_i, difference, 2K_Hartree, 2K_xc
  7.0 0.134418 0.143744 -9.33e-03 3.01e-03 -1.15e-02
 10.0 0.171259 0.172948 -1.69e-03 3.07e-05 -1.71e-03
Exchange part of 2K at 10 bohr: kernel -1.046e-03, integral -1.046e-03 hartree
 14.0 0.177396 0.177660 -2.64e-04 1.13e-07 -2.64e-04
 20.0 0.178384 0.178425 -4.09e-05 7.40e-11 -4.09e-05
LDA at 20 bohr: eps_i = -0.37457, eps_a = -0.19615 hartree
LDA error at 20 bohr = -0.17464 hartree, made of:
  -eps_i - I_D = -0.22457 hartree
  eps_a + A_A = -0.00017 hartree
  missing 1/R = 0.05000 hartree
CT energy at 20 bohr: full CI 9.606 eV, LDA 4.854 eV
Change from 10 to 20 bohr: full CI 0.05133, LDA 0.00713 hartree
At 20 bohr, hartree: method, omega, gap, omega-gap, -c_x/R
PBE   0.183128 0.183171 -0.000044 -0.000000
PBE0  0.230553 0.243094 -0.012541 -0.012500
HF    0.346430 0.396497 -0.050067 -0.050000
\end{verbatim}
